# Field Times Length for Helicity Flip of a Dirac Neutrino

## Problem

A Dirac neutrino of definite mass $m$ has the magnetic moment

$$
\mu = 3.2\times10^{-19}\,\mu_B\,\frac{mc^2}{1\ \mathrm{eV}},
$$

where $\mu_B$ is the Bohr magneton. It enters a static magnetic field perpendicular to its path with its spin opposite to its momentum, that is, with negative helicity.

(a) How does the probability of finding positive helicity depend on field, length and energy?

(b) What field times length gives the first complete flip, for masses of 1, 0.1 and 0.05 eV?

(c) How large is the flip probability for a 0.1 eV neutrino crossing 10 km of a $10^8$ T field, and when does matter along the path change the answer?

The coefficient of the moment is given. It belongs to the Standard Model extended minimally by right-handed neutrinos, at one loop. It has two significant figures, and so do the final estimates. A single mass state is followed, so moments connecting different mass states are left out. There is no electric field in the laboratory, and matter is absent until part (c).

## Solution

### The interaction, and why the neutrino must be Dirac

In the algebra below $\hbar=c=1$; both are restored in the results. The metric signs are $(+,-,-,-)$. In $2\times2$ blocks the matrices are

$$
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\alpha_i=\begin{pmatrix}0&\sigma_i\\\sigma_i&0\end{pmatrix},\quad
\Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},
$$

with $\gamma^0=\beta$, $\gamma^i=\beta\alpha_i$ and $\alpha_i=\gamma_5\Sigma_i$. A neutral particle couples to the field through its moment:

$$
\mathcal L_{\rm int}=-\frac{\mu}{2}\,\bar\psi\,\sigma_{\mu\nu}\psi\,F^{\mu\nu},
\qquad \sigma^{\mu\nu}=\frac{i}{2}[\gamma^\mu,\gamma^\nu].
$$

For a purely magnetic field $F^{ij}=-\epsilon_{ijk}B_k$, while $\sigma_{ij}=\epsilon_{ijk}\Sigma_k$. The sum over both index orders gives $\sigma_{\mu\nu}F^{\mu\nu}=-2\,\boldsymbol\Sigma\cdot\mathbf B$. Hence $\mathcal L_{\rm int}=+\mu\bar\psi\,\boldsymbol\Sigma\cdot\mathbf B\,\psi$. It contains no time derivative, so the interaction energy density is its negative. With $\bar\psi=\psi^\dagger\beta$, the one-particle Hamiltonian is

$$
H=\boldsymbol\alpha\cdot\mathbf p+\beta m-\mu\,\beta\,\boldsymbol\Sigma\cdot\mathbf B .
$$

For a particle at rest the upper components have the familiar energy $-\mu\,\boldsymbol\sigma\cdot\mathbf B$.

A Majorana field, which is its own charge conjugate, has no such term. Take $C=i\gamma^2\gamma^0$. In this representation $\gamma^0,\gamma^2$ are symmetric and anticommute with $C$, while $\gamma^1,\gamma^3$ are antisymmetric and commute with it. In all four cases $C^{-1}\gamma^\mu C=-(\gamma^\mu)^T$. Also $C^T=-C$ and $C^2=-1$. The Majorana condition $\psi=C\bar\psi^T$ gives $\bar\psi=\psi^TC$, so the moment term contains $\psi^TC\sigma^{\mu\nu}\psi$.

Transposing the gamma matrices reverses their commutator, so $(\sigma^{\mu\nu})^T=-C^{-1}\sigma^{\mu\nu}C=C\sigma^{\mu\nu}C$. Therefore

$$
(C\sigma^{\mu\nu})^T=(\sigma^{\mu\nu})^TC^T=-C\sigma^{\mu\nu}C^2=C\sigma^{\mu\nu}.
$$

A symmetric matrix between two copies of an anticommuting field gives zero: exchanging the two field components changes the sign, while relabelling the indices restores the same expression. The mass term contains the antisymmetric matrix $C$ and survives. The precession studied here thus requires a Dirac neutrino.

### Precession in a uniform transverse field

Let $\mathbf p$ point along $z$ and $\mathbf B$ along $x$. Define

$$
H_0=p\,\alpha_z+m\beta,\qquad \Pi=\beta\Sigma_x,\qquad H=H_0-\mu B\,\Pi .
$$

Since $\beta$ and $\Sigma_x$ commute and each squares to one, $\Pi^2=1$. The matrix $\alpha_z=\gamma_5\Sigma_z$ anticommutes with $\beta$, because $\gamma_5$ does, and with $\Sigma_x$, because $\Sigma_z$ does. Moving it through the product $\beta\Sigma_x$ gives two minus signs, so $\alpha_z$ commutes with $\Pi$. So does $\beta$, and therefore $[H_0,\Pi]=0$.

The square of the free part is $H_0^2=p^2+m^2\equiv E_p^2$. The two positive-energy states of $H_0$ differ in helicity, which here is the eigenvalue of $\Sigma_z$. Because $\Sigma_z$ anticommutes with $\Pi$, the operator $\Pi$ exchanges these two states. Its eigenvalues in their space are therefore $+1$ and $-1$, and the energies in the field are

$$
E=E_p-\mu B\quad\text{and}\quad E=E_p+\mu B .
$$

Their separation is $2\mu B$ at every momentum. No expansion in the field or in the mass has been made.

Since $H_0$ and $\Pi$ commute, the evolution operator factors. The power series of the second factor is summed with $\Pi^2=1$:

$$
e^{-iHt}=e^{-iH_0t}e^{i\mu Bt\,\Pi}
=e^{-iH_0t}\left[\cos(\mu Bt)+i\,\Pi\sin(\mu Bt)\right].
$$

Let it act on a positive-energy state $|-\rangle$ of negative helicity. The first term keeps the helicity and the second reverses it; the factor $e^{-iH_0t}$ supplies a common phase. With $\hbar$ restored,

$$
P(t)=\sin^2\frac{\mu Bt}{\hbar},\qquad
\langle\Sigma_z\rangle=-\cos\frac{2\mu Bt}{\hbar}.
$$

The helicity precesses with angular frequency $2\mu B/\hbar$. The probability contains half the precession angle, so a complete flip needs $\mu Bt/\hbar=\pi/2$.

### Why the energy cancels

The cancellation can also be read in the particle's rest frame. With $\gamma=E_p/(mc^2)$, a transverse laboratory field $B_\perp$ becomes $\gamma B_\perp$ there, and the spin turns at the rate $2\mu\gamma B_\perp/\hbar$ in proper time. The proper time is $t/\gamma$, so the turning angle is $2\mu B_\perp t/\hbar$. The stronger field and the slower clock compensate. The rest frame also contains an electric field. With $F^{0i}=-E_i$ and $\sigma_{0i}=-i\alpha_i$, the same Lagrangian then adds the term $i\mu\,\beta\,\boldsymbol\alpha\cdot\mathbf E$ to the Hamiltonian. This matrix connects only upper with lower components, so it has no matrix element between the two spin states of a particle at rest and does not affect the precession at first order in the field.

A longitudinal field $B_\parallel$ is unchanged by the boost, so no enhancement compensates the slow clock. Per unit laboratory time, the spin precesses about the vector $(B_\perp,\,B_\parallel/\gamma)$. If the field makes an angle $\theta$ with the momentum, the corresponding weak-field splitting is

$$
\Delta E=2\mu B\sqrt{\sin^2\theta+\frac{\cos^2\theta}{\gamma^2}} .
$$

At $\theta=\pi/2$ this is $2\mu B$; at $\theta=0$ it is $2\mu B/\gamma$. The longitudinal splitting does not flip helicity, since $\Sigma_z$ commutes with $\alpha_z$, $\beta$ and $\beta\Sigma_z$.

For a tilted field the spin starts along the $z$ axis and circles a tilted axis. The largest flip probability is the squared sine of the angle between these axes:

$$
P_{\max}=\frac{B_\perp^2}{B_\perp^2+B_\parallel^2/\gamma^2}.
$$

For a highly relativistic neutrino this is close to one unless the field is nearly parallel to the path. The estimate then uses the transverse component of the field.

### From time to length

A field occupying a region of space is best treated at fixed energy $E$. A static field does not change $E$, but the two eigenstates of $\Pi$ acquire different wave numbers. For $\Pi=s$, with $s=\pm1$, the equation $H\psi=E\psi$ becomes $H_0\psi=(E+s\mu B)\psi$. Squaring $H_0$ gives

$$
k_s=\sqrt{(E+s\mu B)^2-m^2}.
$$

Let $k=\sqrt{E^2-m^2}$. Since $dk/dE=E/k=1/v$, the first-order expansion is $k_s\simeq k+s\mu B/v$. The second-order terms are the same for both signs and cancel in the difference. Thus, with $\hbar$ restored,

$$
k_+-k_-\simeq\frac{2\mu B}{\hbar v}.
$$

If the field varies in strength but keeps its direction, $\Pi$ is the same matrix all along the path and the phases add. Apart from a common phase, the final state is

$$
e^{i\Phi\Pi}|-\rangle=\cos\Phi\,|-\rangle+i\sin\Phi\,\Pi|-\rangle,
\qquad \Phi=\frac{\mu}{\hbar v}\int B\,dl .
$$

This answers part (a):

$$
P=\sin^2\left(\frac{\mu}{\hbar v}\int B\,dl\right).
$$

Here $B$ is signed, so a section with reversed field subtracts. If the field direction turns along the path, the rotations are about different axes and generally do not commute. The integral of the field strength alone then no longer determines the result.

The formula also neglects reflection where the field begins or changes. To estimate it, let $r=k/(E+m)=\sqrt{(E-m)/(E+m)}$ be the ratio of lower to upper component sizes in a free wave, and $r_s$ the ratio inside the field. A reflected wave of amplitude $R$ has the opposite sign of $r$. Continuity of upper and lower components gives $1+R=T$ and $r(1-R)=r_sT$, where $T$ is the transmitted amplitude. Eliminating $T$,

$$
R=\frac{r-r_s}{r+r_s}\simeq-\frac{s\mu B}{2}\frac{d\ln r}{dE}
=-\frac{s\mu B\,m}{2k^2}.
$$

The last step uses $d\ln r/dE=\frac12[(E-m)^{-1}-(E+m)^{-1}]=m/k^2$. Because $k^2=(E-m)(E+m)$ and $E+m\ge2m$, the size of $R$ is at most $\mu B/[4(E-m)]$ at this order. Reflection is negligible when $\mu B$ is much smaller than the kinetic energy.

The role of the speed can be seen by solving the four-component equation at fixed energy, without expanding $k_s$. Solved for the derivative, the equation is

$$
\frac{d\psi}{dz}=i\alpha_z\,(E-\beta m+\mu B\,\Pi)\,\psi ,
$$

and in each uniform section its solution is a matrix exponential. Take four sections of equal length with $\mu B/(mc^2)=10^{-4}$ times $1$, $2$, $-0.5$ and $1.5$; the third field is reversed. The section length is set from the formula for $\Phi$, including the factor $v$. Starting with a free spinor of negative helicity, the computed positive-helicity fractions are:

| $E/(mc^2)$ | $v/c$ | $P$ at $\Phi=\pi/4$ | $P$ at $\Phi=\pi/2$ |
|---:|---:|---:|---:|
| 1.25 | 0.6000 | 0.4999 | 1.0000 |
| 10 | 0.9950 | 0.5000 | 1.0000 |
| 1000 | 1.0000 | 0.5000 | 1.0000 |

The formula predicts one half and one. The calculation prescribes the whole wave at the entrance, with no reflected wave added there. This can shift the fractions by an amount of the order of the reflection amplitude estimated above, which is the size of the difference in the first row.

The table separates two statements. The precession rate in time is independent of energy in a uniform transverse field. The required field times length is proportional to $v$ and becomes independent of energy when $v\simeq c$. At $E=10\,mc^2$ the speed factor lowers it by about half a percent relative to its limiting value; at $E=1.25\,mc^2$ it lowers it by 40 percent.

### The required field times length

Setting $\Phi=\pi/2$ gives

$$
\left(\int B\,dl\right)_{\rm flip}=\frac{\pi\hbar v}{2\mu}
\;\longrightarrow\;\frac{\pi\hbar c}{2\mu}\qquad(v\to c).
$$

Electronvolts, teslas and metres are convenient here. With $\mu_B=5.7884\times10^{-5}$ eV/T, a mass of 1 eV has

$$
\mu=(3.2\times10^{-19})(5.7884\times10^{-5}\ \mathrm{eV/T})
=1.852\times10^{-23}\ \mathrm{eV/T}.
$$

With $\hbar c=1.9733\times10^{-7}$ eV m,

$$
\left(\int B\,dl\right)_{\rm flip}
=\frac{\pi(1.9733\times10^{-7}\ \mathrm{eV\,m})}
{2(1.852\times10^{-23}\ \mathrm{eV/T})}
\simeq1.7\times10^{16}\ \mathrm{T\,m}.
$$

This equals about 1.8 tesla light-years. Since the moment is proportional to the mass, the requirement is inversely proportional to it:

| Mass (eV) | Moment (eV/T) | Full-flip field times length (T m) |
|---:|---:|---:|
| 1 | $1.9\times10^{-23}$ | $1.7\times10^{16}$ |
| 0.1 | $1.9\times10^{-24}$ | $1.7\times10^{17}$ |
| 0.05 | $9.3\times10^{-25}$ | $3.3\times10^{17}$ |

This answers part (b). In the massless limit the given moment vanishes and the required field times length grows without bound. If another model gives a larger moment at the same mass, the requirement falls in inverse proportion to that moment.

### A strong field over a short distance

For part (c), the available field times length is

$$
BL=(10^8\ \mathrm T)(10^4\ \mathrm m)=10^{12}\ \mathrm{T\,m}.
$$

For a 0.1 eV neutrino this is a fraction $6.0\times10^{-6}$ of the full-flip requirement. That requirement corresponds to $\Phi=\pi/2$, so for $v\simeq c$

$$
P=\sin^2\left[\frac{\pi}{2}(5.98\times10^{-6})\right]
\simeq8.8\times10^{-11}.
$$

At such a small phase $P\simeq\Phi^2$. Doubling the field, the length or the mass therefore multiplies the probability by four. The very strong field does not compensate for the short path.

### What matter changes

In matter, coherent weak scattering can give the left-chiral part of the neutrino a potential energy $V$, while the right-chiral part has none. Matter can also mix different mass states; that mixing is left out here, like the moments connecting them. Take both $V$ and the transverse field uniform, with $V$ small compared with $E$, and add $V(1-\gamma_5)/2$ to $H$. In a free positive-energy state of helicity $h=\pm1$, the mean of $\alpha_z$ is $v/c$. Since $\gamma_5=\alpha_z\Sigma_z$, the left-chiral weight is

$$
\left\langle\frac{1-\gamma_5}{2}\right\rangle=\frac{1-hv/c}{2}.
$$

For $v\simeq c$ this is nearly one for negative helicity. For positive helicity it is approximately $(mc^2/2E)^2$. The flipped neutrino is therefore almost invisible to an interaction that acts on the left-chiral part, and a flip would appear as a loss of detectable neutrinos.

Dropping this small weight and the common energy $E_p$, the Hamiltonian in the basis $(|-\rangle,\Pi|-\rangle)$ is

$$
h=\begin{pmatrix}V&-\mu B\\-\mu B&0\end{pmatrix}
=\frac V2+\begin{pmatrix}V/2&-\mu B\\-\mu B&-V/2\end{pmatrix}.
$$

The last matrix squares to $\Omega^2/4$, where $\Omega=\sqrt{(2\mu B)^2+V^2}$ is an energy. Its exponential is the cosine of $\Omega t/2\hbar$ minus $i(2/\Omega)$ times the matrix and the sine. The squared off-diagonal element gives

$$
P(t)=\frac{(2\mu B)^2}{(2\mu B)^2+V^2}\,
\sin^2\frac{\Omega t}{2\hbar}.
$$

For $V=0$ the vacuum result returns. The largest possible flip is halved when $|V|=2\mu B$, because the two helicities then differ in energy by as much as the field splits them. In the model region this happens at

$$
|V|=2\mu B=3.7\times10^{-16}\ \mathrm{eV}.
$$

This threshold concerns the maximum that a long path could reach. The 10 km path is far from that maximum. If $\Omega L/(2\hbar c)\ll1$, replacing the sine by its argument cancels $\Omega$:

$$
P\simeq\frac{(2\mu B)^2}{\Omega^2}\,\frac{\Omega^2L^2}{4\hbar^2c^2}
=\left(\frac{\mu BL}{\hbar c}\right)^2 .
$$

The potential has dropped out. It affects the short path when $|V|$ is comparable with $\hbar c/L=(1.97\times10^{-7}\ \mathrm{eV\,m})/(10^4\ \mathrm m)\simeq2\times10^{-11}$ eV. A potential well below this value leaves the probability near $8.8\times10^{-11}$, even if it already rules out a complete flip over a longer path in the same uniform field. A uniform potential well above it reduces the probability further.

In a uniform field, a nearly complete flip thus has two conditions. The field times length must be close to the value found in part (b), or to an odd multiple of it, and any uniform potential difference between the helicities must remain small compared with $2\mu B$. A weaker uniform field spread over a longer path can supply the same integral, but it makes this second condition harder to meet.

The second condition does not carry over to every field whose strength varies along the path. Suppose the field comes in equal pulses of the same direction, with the time $2\pi\hbar/|V|$ from the start of one pulse to the start of the next, and each pulse much shorter than this time. The relative phase produced by the potential then completes a full turn from one pulse to the next, so the small rotations add very nearly as they would without matter. A field that varies slowly and smoothly lacks this timing, and a potential much larger than $2\mu B$ can still suppress the flip.
